# Film thickness from the spacing of X-ray fringes

A TiN film is grown on MgO. Growth is paused, and the specularly reflected X-ray intensity is recorded as a function of the scattering wave number $q=|\mathbf k_{\rm out}-\mathbf k_{\rm in}|$. Wave numbers are angular, so a wavelength $\lambda$ corresponds to $2\pi/\lambda$. The intensity shows regular fringes with a period $\Delta q=0.20\ \mathrm{nm^{-1}}$.

Take the film as a uniform layer of thickness $D$ with flat, parallel faces and no surface oxide. The glancing angle $\theta$ is measured from the surface, and $z$ points into the sample, with the film between $z=0$ and $z=D$. Both materials have the rock-salt structure, with four formula units per cubic cell. For the calculations, assume $\lambda=0.154$ nm and lattice constants of 0.424 nm (TiN) and 0.421 nm (MgO). These are chosen inputs, not values measured on this sample. The classical electron radius is $r_e=2.8179\times10^{-6}$ nm.

## Part (a): the thickness

**Question.** Express $q$ through $\theta$ and $\lambda$. Neglecting refraction, find $D$ from the fringe period. How many digits are justified, and what would change if the quoted "wave number" were $q/2\pi$ or $q/2$?

**Model answer.** Scattering is elastic, so both wave vectors have length $k=2\pi/\lambda$. Specular reflection keeps the component along the surface and reverses the normal one, $k\sin\theta$. Hence

$$q=2k\sin\theta=\frac{4\pi\sin\theta}{\lambda}.$$

A wave scattered at position $\mathbf r$ has the phase $(\mathbf k_{\rm in}-\mathbf k_{\rm out})\cdot\mathbf r$ relative to one scattered at the origin. The difference $\mathbf k_{\rm in}-\mathbf k_{\rm out}$ points along $+z$ and has length $q$. The waves from the two faces therefore differ in phase by $qD$, which is a path difference $qD/k=2D\sin\theta$. A constant phase change on reflection moves all fringes together and leaves their spacing alone. From one fringe to the next the phase grows by $2\pi$:

$$D\,\Delta q=2\pi,\qquad D=\frac{2\pi}{\Delta q}=\frac{6.283}{0.20\ \mathrm{nm^{-1}}}=31.4\ \mathrm{nm}.$$

A period quoted as 0.20 may lie between 0.195 and 0.205 nm⁻¹, which gives $D$ between 32.2 and 30.6 nm. The proper statement is "about 31 nm".

If 0.20 nm⁻¹ were the period in $q/2\pi$, the period in $q$ would be $2\pi$ times larger and $D=1/0.20=5.0$ nm. If it were the period in $q/2$, the normal component of the incident wave vector, then $D=\pi/0.20=15.7$ nm. The variable must be named before the number has a meaning.

On the instrument the fringes are seen in $2\theta$. Differentiating $q$ gives $dq=(2\pi/\lambda)\cos\theta\,d(2\theta)$. At $q=3\ \mathrm{nm^{-1}}$, where $2\theta=4.21^\circ$, the fringes are $0.281^\circ$ apart.

## Part (b): strength of the fringes

**Question.** For weak scattering, derive the reflectivity $R$ of a film of electron density $\rho_f$ on a thick substrate of density $\rho_s$. Find the fringe contrast for TiN on MgO, and explain why $q^4R$ is a better quantity to plot than $R$.

**Model answer.** Let the electric field lie parallel to the surface, and treat the electrons as free at X-ray frequencies. In a medium of electron density $\rho$ the squared wave number is then $k^2-4\pi r_e\rho$. The component along the surface, $k\cos\theta$, is conserved, so the field $\psi(z)$ obeys

$$\psi''+\left(\frac{q^2}{4}-4\pi r_e\rho(z)\right)\psi=0 .$$

Write $\kappa=q/2$ and move the density term to the right as a source. The outgoing response to a unit source at $z'$ is $e^{i\kappa|z-z'|}/(2i\kappa)$: its slope jumps by $2i\kappa/(2i\kappa)=1$ at $z'$, as required. For weak scattering the field inside the source is replaced by the incident wave $e^{i\kappa z'}$. Above the sample the response is a wave $r\,e^{-i\kappa z}$ with

$$r=\frac{4\pi r_e}{2i\kappa}\int\rho(z')e^{2i\kappa z'}dz'=\frac{4\pi r_e}{iq}\int\rho(z)e^{iqz}dz .$$

The film contributes $\rho_f(e^{iqD}-1)/(iq)$ to the integral. In the substrate a very small absorption removes the contribution from great depth, which leaves $-\rho_s e^{iqD}/(iq)$. Adding these and using $(iq)^2=-q^2$,

$$r=\frac{4\pi r_e}{q^2}\left[\rho_f-(\rho_f-\rho_s)e^{iqD}\right].$$

The first term comes from the top face and the second from the buried face. Each is proportional to the density step there. The squared modulus is

$$q^4R=(4\pi r_e)^2\left[\rho_f^2+(\rho_f-\rho_s)^2-2\rho_f(\rho_f-\rho_s)\cos qD\right].$$

This has the period $2\pi/D$ found in part (a). The contrast, (maximum − minimum)/(maximum + minimum), is

$$C=\frac{2\rho_f|\rho_f-\rho_s|}{\rho_f^2+(\rho_f-\rho_s)^2}.$$

TiN has $22+7=29$ electrons per formula unit and MgO has $12+8=20$. Therefore

$$\rho_f=\frac{4\times29}{(0.424\ \mathrm{nm})^3}=1522\ \mathrm{nm^{-3}},\qquad \rho_s=\frac{4\times20}{(0.421\ \mathrm{nm})^3}=1072\ \mathrm{nm^{-3}}.$$

The step at the buried face is 450 nm⁻³, and $C=0.54$. If the densities were equal, the buried face would not reflect and the fringes would vanish. A free-standing film, $\rho_s=0$, would have $C=1$. A film less dense than its substrate has maxima where this one has minima, with the same period.

The factor $q^{-4}$ in $R$ pulls each maximum towards smaller $q$. Near a maximum of $q^4R$, where $\cos qD=-1$, the bracket falls as $1-\tfrac12K\delta^2$ with the distance $\delta$ from the maximum, where

$$K=\frac{2\rho_f(\rho_f-\rho_s)D^2}{(2\rho_f-\rho_s)^2}\approx350\ \mathrm{nm^2}.$$

The logarithm of $q^{-4}$ has slope $-4/q$, so the maximum of $R$ lies where $-K\delta-4/q=0$, or $\delta=-4/(Kq)$. At $q=1\ \mathrm{nm^{-1}}$ the weak-scattering formula gives about $-0.011\ \mathrm{nm^{-1}}$, or 6% of a fringe; refraction, treated in part (c), makes the shift somewhat smaller. Neighbouring maxima shift by similar amounts, so their spacing suffers less. Plotting $q^4R$ removes this shift.

The same expression describes growth watched at fixed $q$. If the densities stay constant, $R$ oscillates as $D$ increases, with a period $2\pi/q$ in thickness. At $q=3\ \mathrm{nm^{-1}}$ one oscillation means 2.1 nm of new film.

## Part (c): refraction

**Question.** Include refraction and multiple reflection, and find the condition for the maxima. For a calculated TiN film of thickness 31.42 nm, two neighbouring maxima of $q^4R$ lie at 1.011 and 1.193 nm⁻¹. What thickness follows without and with the correction? What does a period of 0.20 nm⁻¹ imply if it is measured around $q=1$, 2 or 3 nm⁻¹?

**Model answer.** The normal wave numbers in vacuum, film and substrate are

$$k_0=\frac q2,\quad k_1=\sqrt{\frac{q^2}{4}-4\pi r_e\rho_f},\quad k_2=\sqrt{\frac{q^2}{4}-4\pi r_e\rho_s}.$$

Let the film contain $ae^{ik_1z}+be^{-ik_1z}$ and the substrate $te^{ik_2(z-D)}$. With $E=e^{ik_1D}$, continuity of field and slope at $z=D$ gives

$$aE+\frac bE=t,\qquad k_1\left(aE-\frac bE\right)=k_2t .$$

Eliminating $t$ gives $(k_1-k_2)aE=(k_1+k_2)b/E$. So $b/a=X$, where

$$X=r_{12}E^2,\qquad r_{12}=\frac{k_1-k_2}{k_1+k_2}.$$

At $z=0$ the conditions are $1+r=a(1+X)$ and $k_0(1-r)=k_1a(1-X)$. Eliminating $a$,

$$k_0(1-r)(1+X)=k_1(1+r)(1-X).$$

Collect the terms in $r$ and divide by $k_0+k_1$. With $r_{01}=(k_0-k_1)/(k_0+k_1)$,

$$r=\frac{r_{01}+r_{12}e^{iq_fD}}{1+r_{01}r_{12}e^{iq_fD}},\qquad q_f=2k_1=\sqrt{q^2-q_c^2},\qquad q_c^2=16\pi r_e\rho_f .$$

The phase now contains $q_f$, the scattering wave number inside the film. For TiN, $q_c^2=0.2156\ \mathrm{nm^{-2}}$ and $q_c=0.464\ \mathrm{nm^{-1}}$. Below $q_c$ the wave decays in the film, and this fringe analysis does not apply.

Above $q_c$, and without absorption, $r_{01}$ and $r_{12}$ are real. Multiplying out the squared moduli then gives

$$1-|r|^2=\frac{(1-r_{01}^2)(1-r_{12}^2)}{1+r_{01}^2r_{12}^2+2r_{01}r_{12}\cos q_fD}.$$

For fixed $r_{01}$ and $r_{12}$, the reflectivity is greatest when the denominator is greatest. Here $k_0>k_1$ makes $r_{01}$ positive, and $k_2>k_1$ makes $r_{12}$ negative, because the film is denser than the substrate. The maxima therefore lie at $\cos q_fD=-1$:

$$q_fD=(2m+1)\pi,\qquad D=\frac{2\pi}{q_f(q_2)-q_f(q_1)}$$

for neighbouring maxima at $q_1<q_2$. The coefficients do vary slowly with $q$, so this is an approximation. In the calculated film, the maxima of $q^4R$ between 0.9 and 3.45 nm⁻¹ depart from the rule by at most 0.0013 nm⁻¹, under 1% of a fringe.

For the given pair, the uncorrected rule yields 34.6 nm from the unrounded positions, about 10% too much. With refraction,

$$q_f(q_2)=\sqrt{1.193^2-0.2156}=1.099\ \mathrm{nm^{-1}},$$
$$q_f(q_1)=\sqrt{1.011^2-0.2156}=0.898\ \mathrm{nm^{-1}}.$$

The difference is 0.201 nm⁻¹ and $D=31.3$ nm, close to the 31.42 nm put in.

For a small interval, $dq_f=(q/q_f)\,dq$, so

$$D\simeq\frac{2\pi}{\Delta q}\,\frac{q_f}{q}=\frac{2\pi}{\Delta q}\sqrt{1-\frac{q_c^2}{q^2}} .$$

A period of 0.20 nm⁻¹ then implies:

- 27.8 nm around $q=1\ \mathrm{nm^{-1}}$;
- 30.6 nm around $q=2\ \mathrm{nm^{-1}}$;
- 31.0 nm around $q=3\ \mathrm{nm^{-1}}$.

The answer "about 31 nm" thus requires fringes well above the critical value. For $q\gg q_c$ the relative correction is about $q_c^2/(2q^2)$. It falls below the 2.5% reading uncertainty of part (a) when $q>\sqrt{20}\,q_c\approx2.1\ \mathrm{nm^{-1}}$.

## Part (d): fringes beside a Bragg peak

**Question.** Suppose the fringes are measured beside the (002) peak of the film instead. Show how their spacing gives the thickness of $N$ equally spaced planes. Are maxima or minima the better marks, and is TiN on MgO a suitable case?

**Model answer.** For identical planes at spacing $d$, and with multiple scattering neglected, the amplitude is a geometric sum:

$$\sum_{n=0}^{N-1}e^{inqd}=\frac{1-e^{iNqd}}{1-e^{iqd}} .$$

Since $|1-e^{i\alpha}|=2|\sin(\alpha/2)|$, the intensity is proportional to

$$I=\frac{\sin^2(Nqd/2)}{\sin^2(qd/2)} .$$

The numerator vanishes at $q=2\pi j/(Nd)$ for integer $j$. When $j$ is a multiple of $N$, the denominator vanishes too, and there is a Bragg peak of height $N^2$ in place of a zero. Neighbouring zeros are therefore $2\pi/(Nd)$ apart, except across the Bragg peak, where the gap is twice as large. The thickness obtained is $Nd$, which assigns one spacing to each plane. The distance between the centres of the outermost planes is $(N-1)d$.

With $d=0.424/2=0.212$ nm, the integer nearest to $31.42/0.212$ is $N=148$, and $Nd=31.38$ nm. Direct summation over these planes gives zeros 0.2003 nm⁻¹ apart and a central gap of 0.4005 nm⁻¹.

The side maxima are less regular. Let $u$ be half the product of $Nd$ and the distance from the peak. Near the peak $I\simeq N^2(\sin u/u)^2$, whose side maxima satisfy $\tan u=u$. The first two roots are 4.493 and 7.725, separated by 3.232 instead of $\pi$. The corresponding gap is $2\times3.232/31.38=0.2060\ \mathrm{nm^{-1}}$, as the direct sum also gives. Used in $2\pi/\Delta q$, it would make the film about 3% too thin. The minima are the better marks.

Refraction matters little here: at the peak, $q=29.64\ \mathrm{nm^{-1}}$, the relative correction $q_c^2/(2q^2)$ is about $10^{-4}$.

The substrate is the difficulty. With the stated lattice constants, the MgO (002) peak lies 0.21 nm⁻¹ above the TiN peak, about one fringe away. The substrate amplitude adds to that of the film before squaring, so the zeros of the isolated film are no longer zeros of the total. Below the TiN peak, on the side away from the MgO peak, the minima can still be almost evenly spaced. Near and above the MgO peak their spacing can be irregular. The offset itself is uncertain, since a change of 0.001 nm in a lattice constant moves a peak by about 0.07 nm⁻¹, but the overlap remains. For this pair of materials the small-angle fringes of parts (b) and (c) are the safer choice.

## Part (e): a real film

**Question.** How do an uneven thickness and a finite angular resolution affect the fringes? Estimate these effects, and those of absorption and of cooling after growth, for rough typical values. Which assumptions need most care in practice?

**Model answer.** Let the thickness vary across the illuminated area with a Gaussian spread $s$, over regions large enough for their intensities to add. In the weak-scattering formula the cosine is replaced by its average. Writing the thickness as $D+su$ and completing the square in the exponent,

$$\int\frac{e^{-u^2/2}}{\sqrt{2\pi}}e^{iq(D+su)}du=e^{iqD}e^{-q^2s^2/2}.$$

The real part shows that the fringe term is multiplied by $e^{-q^2s^2/2}$. For $s=0.5$ nm and $q=3\ \mathrm{nm^{-1}}$ this is $e^{-1.125}=0.32$: the fringes lose two thirds of their amplitude. Their spacing hardly changes. Setting the derivative of the damped cosine to zero shifts an extremum by about $-qs^2/D^2$, so the spacing changes by the fraction $s^2/D^2\approx3\times10^{-4}$.

A Gaussian spread $w$ in $q$ acts in the same way with the roles of $q$ and $D$ exchanged, and gives the factor $e^{-D^2w^2/2}$. A standard deviation of $0.01^\circ$ in $2\theta$ corresponds to $w=0.0071\ \mathrm{nm^{-1}}$ and a factor 0.975. Thicker films are affected more. Once $Dw$ is well above 1, the fringes are lost.

Absorption makes the reflection coefficients complex. With rough imaginary scattering factors of 1.8 electrons for Ti and 0.2 for an MgO unit, the calculated maxima move by up to 0.0039 nm⁻¹. They move almost together: the spacing changes by at most 0.00011 nm⁻¹, less than 0.1%.

For a rough expansion coefficient of $9\times10^{-6}\ \mathrm{K^{-1}}$ and cooling by 700 K, a freely contracting film becomes thinner by

$$31.42\times9\times10^{-6}\times700=0.20\ \mathrm{nm},$$

or 0.6%. A film held by its substrate contracts by a somewhat different amount.

In a real TiN film, voids or a departure from equal numbers of Ti and N atoms can lower the density. A density 10% lower would reduce $q_c^2$ by 10%. The thickness implied by the given period around $q=1\ \mathrm{nm^{-1}}$ would then rise from 27.8 to 28.2 nm, while around $q=3\ \mathrm{nm^{-1}}$ it would change by less than 0.1 nm. Exposure to air can matter more, depending on the oxide that forms. A surface oxide of thickness $t$ adds a third reflecting face. The periods $2\pi/D$ and $2\pi/(D+t)$ are then both present, and a single-film reading is uncertain by an amount of order $t$. For 1 nm of oxide that is about 3%.

Growth must also be paused, as assumed. If $D$ changes during the scan, the phase $qD(q)$ gives a local period $2\pi/(D+q\,dD/dq)$, which no longer measures $D$ alone.

## Calculated quantities

```
Given fringe period in q: 0.20 nm^-1
Thickness 2 pi/period: 31.42 nm
Thickness for period 0.205: 30.6 nm
Thickness for period 0.195: 32.2 nm
If period were in q/(2 pi): 5.0 nm
If period were in q/2: 15.7 nm
X-ray wavelength (rough): 0.154 nm
2 theta at q = 3 nm^-1: 4.21 deg
Fringe spacing in 2 theta there: 0.281 deg
Lattice constant TiN (rough): 0.424 nm
Lattice constant MgO (rough): 0.421 nm
Electron density TiN: 1522 nm^-3
Electron density MgO: 1072 nm^-3
Classical electron radius: 2.8179e-06 nm
Critical q_c of TiN: 0.464 nm^-1
Weak-scattering fringe contrast: 0.54
Weak-scattering mean period: 0.2000 nm^-1
Simulated film, full density, D as above:
 lowest pair of maxima: 1.011, 1.193 nm^-1
  uncorrected thickness: 34.6 nm
  corrected thickness: 31.3 nm
 highest pair of maxima: 3.135, 3.332 nm^-1
  uncorrected thickness: 31.7 nm
  corrected thickness: 31.4 nm
 largest error of maximum rule: 0.0013 nm^-1
Thickness implied by the given period, refraction included:
 mean q = 1 nm^-1: 27.8 nm
 mean q = 2 nm^-1: 30.6 nm
 mean q = 3 nm^-1: 31.0 nm
Absorption factor Ti (rough): 1.8 electrons
Absorption factor MgO (rough): 0.2 electrons
Absorption, largest fringe shift: 0.0039 nm^-1
Absorption, largest spacing change: 0.00011 nm^-1
Thickness spread (rough): 0.5 nm
 fringe term at q = 3 nm^-1 times: 0.32
Resolution in 2 theta (rough): 0.01 deg
 equivalent spread in q: 0.0071 nm^-1
 fringe term times: 0.975
Expansion coefficient (rough): 9.0e-06 1/K
Cooling after growth (rough): 700 K
 thickness change on cooling: -0.20 nm
TiN (002) plane spacing: 0.212 nm
Number of planes N: 148
N times spacing: 31.38 nm
Bragg peak at q: 29.64 nm^-1
Gap between neighbouring zeros: 0.2003 nm^-1
Gap across main peak: 0.4005 nm^-1
Gap of first two side maxima: 0.2060 nm^-1
MgO peak minus TiN peak: 0.21 nm^-1
```
